\section*{How deep 10 MHz surface heating reaches in a low-k dielectric}

\section{Problem}

A low-permittivity (low-k) dielectric film of thickness $d=500$ nm lies on a substrate that acts as an ideal heat sink. A wide heater delivers to its upper surface, $z=0$, the heat flux
\begin{equation}
q(t)=q_0\left[1+\cos(2\pi f t)\right],
\end{equation}
with $q_0=10$ MW/m$^2$ and $f=10$ MHz. The film has thermal conductivity $k=0.3$ W/(m K) and heat capacity per volume $C=1.2$ MJ/(m$^3$ K). The coordinate $z$ increases into the film, and temperatures are measured from that of the sink.

Show that the oscillating part of the temperature penetrates about 89 nm. Find also its size at the surface and the steady temperature rise that accompanies it.

Three conventions fix the meaning of the question. The penetration depth is the distance over which the amplitude of the temperature oscillation falls by a factor $e$. The frequency $f$ is that of the heating power. The start-up transient is taken to have died away.

\section{First estimate by scaling}

Suppose that the oscillation occupies a layer of thickness $\ell$ and has amplitude $\Theta$. Two balances determine both quantities.

The first is storage. With $\omega=2\pi f$, the time integral of the oscillating flux $q_0\cos\omega t$ is $(q_0/\omega)\sin\omega t$. The layer must therefore store and release a heat per area of order $q_0/\omega$:
\begin{equation}
C\Theta\ell\sim\frac{q_0}{\omega}.
\label{eq:storage}
\end{equation}
The second is conduction. The temperature gradient is of order $\Theta/\ell$, and it must carry the applied flux:
\begin{equation}
\frac{k\Theta}{\ell}\sim q_0.
\label{eq:conduction}
\end{equation}
Dividing the first relation by the second removes $\Theta$ and $q_0$:
\begin{equation}
\frac{C\ell^2}{k}\sim\frac1\omega
\quad\Rightarrow\quad
\ell\sim\sqrt{\frac{D}{\omega}},\qquad D=\frac{k}{C}.
\end{equation}
The diffusivity is
\begin{equation}
D=\frac{0.3}{1.2\times10^6}=2.50\times10^{-7}\ \mathrm{m^2/s},
\end{equation}
and the estimates become
\begin{equation}
\ell\sim\sqrt{\frac{D}{2\pi f}}=63.1\ \mathrm{nm},
\qquad
\Theta\sim\frac{q_0\ell}{k}=2.10\ \mathrm K.
\end{equation}

Scaling cannot fix the numerical factor in the depth. Had the full period $1/f$ been used as the characteristic time instead of $1/\omega$, the length would have been larger by $\sqrt{2\pi}\approx2.5$. The differential equation must decide.

\section{Exact solution}

\subsection{Equation and separation of the mean}

The heater is taken to be so wide that the temperature $T$ depends on $z$ and $t$ alone. Fourier's law gives the heat flux in the direction of increasing $z$ as $J=-k\,\partial T/\partial z$. A slice between $z$ and $z+dz$ gains heat at the rate $J(z)-J(z+dz)=-(\partial J/\partial z)\,dz$ per area, and this equals $C(\partial T/\partial t)\,dz$. For constant $k$ and $C$,
\begin{equation}
C\frac{\partial T}{\partial t}=k\frac{\partial^2T}{\partial z^2}
\quad\Rightarrow\quad
\frac{\partial T}{\partial t}=D\frac{\partial^2T}{\partial z^2}.
\label{eq:heat}
\end{equation}
The equation and its boundary conditions are linear, so the responses to the constant flux and to the oscillating flux can be found separately and added.

For the constant part, $\partial T/\partial t=0$ makes the profile a straight line. The conditions $-kT'(0)=q_0$ and $T(d)=0$ give
\begin{equation}
\overline T(z)=\frac{q_0(d-z)}{k},
\qquad
\overline T(0)=\frac{10^7\times500\times10^{-9}}{0.3}=16.7\ \mathrm K.
\end{equation}
This part reaches through the whole film. The penetration depth describes the oscillation, not the total heating.

\subsection{The oscillating part}

Write the oscillation as $\mathrm{Re}[\theta(z)e^{i\omega t}]$. In \eqref{eq:heat} the time derivative becomes multiplication by $i\omega$, so
\begin{equation}
\theta''=\sigma^2\theta,\qquad \sigma^2=\frac{i\omega}{D}.
\end{equation}
Because $(1+i)^2=2i$, the square root of $i$ with positive real part is $(1+i)/\sqrt2$. Hence
\begin{equation}
\sigma=(1+i)\sqrt{\frac{\omega}{2D}}=\frac{1+i}{\delta},
\qquad
\delta=\sqrt{\frac{2D}{\omega}}=\sqrt{\frac{D}{\pi f}}.
\label{eq:delta}
\end{equation}
The last step uses $\omega=2\pi f$.

Treat the film first as infinitely deep. The general solution is $Ae^{-\sigma z}+Be^{\sigma z}$. The second term grows without limit, so $B=0$. The surface condition $-k\theta'(0)=q_0$ gives $k\sigma A=q_0$, and therefore
\begin{equation}
\theta(z)=\frac{q_0}{k\sigma}e^{-\sigma z}.
\label{eq:half}
\end{equation}
To return to a real temperature, use
\begin{equation}
\frac1\sigma=\frac{\delta}{1+i}=\frac{\delta(1-i)}{2}
=\frac{\delta}{\sqrt2}e^{-i\pi/4}.
\end{equation}
The oscillating temperature is then
\begin{equation}
T_{\rm osc}(z,t)=\frac{q_0\delta}{\sqrt2\,k}\,e^{-z/\delta}
\cos\left(\omega t-\frac z\delta-\frac\pi4\right).
\label{eq:wave}
\end{equation}
The amplitude falls by a factor $e$ over the distance $\delta$, which is the depth asked for.

\subsection{Numbers}

With $\pi f=3.1416\times10^7$ s$^{-1}$,
\begin{equation}
\delta=\sqrt{\frac{2.50\times10^{-7}}{3.1416\times10^7}}
=\sqrt{7.9577\times10^{-15}}\ \mathrm m
=8.92\times10^{-8}\ \mathrm m=89.2\ \mathrm{nm}.
\end{equation}
The surface amplitude is
\begin{equation}
\frac{q_0\delta}{\sqrt2\,k}
=\frac{10^7\times8.921\times10^{-8}}{\sqrt2\times0.3}
=2.10\ \mathrm K.
\end{equation}
The surface oscillates by $\pm2.10$ K about a mean rise of 16.7 K, and its oscillation lags the flux by 45 degrees.

The depth is not a boundary beyond which nothing happens. The factor $e^{-z/\delta}$ leaves 57.1\% of the surface amplitude at 50 nm, 36.8\% at 89.2 nm, 32.6\% at 100 nm and 10.6\% at 200 nm. The phase also changes by one radian per $\delta$, so the spatial period of the wave is $2\pi\delta=560$ nm. Over that distance the amplitude falls by $e^{2\pi}$, about 500, so the wave is almost gone before it completes one spatial period.

\section{Comparison of the estimate and the solution}

The scaling length was 63.1 nm and the decay depth is 89.2 nm. Their ratio is
\begin{equation}
\frac{\delta}{\ell}=\frac{\sqrt{2D/\omega}}{\sqrt{D/\omega}}=\sqrt2.
\end{equation}
The surface amplitude, in contrast, came out the same both ways. The reason lies in the complex $\sigma$. Its modulus is $|\sigma|=\sqrt{\omega/D}=1/\ell$, while the decay is governed by its real part, $1/\delta=|\sigma|/\sqrt2$. The remaining part of $\sigma$ describes the phase change with depth.

Both balances used for the estimate hold with equality when $\Theta$ is read as $|\theta(0)|$ and $\ell$ as $1/|\sigma|$. For conduction, the surface condition is $k|\sigma||\theta(0)|=q_0$. For storage, integrating \eqref{eq:half} over depth gives
\begin{equation}
C\int_0^\infty\theta\,dz=\frac{C\theta(0)}{\sigma}
=\frac{Cq_0}{k\sigma^2}=\frac{q_0}{D}\,\frac{D}{i\omega}=\frac{q_0}{i\omega},
\end{equation}
whose modulus is $q_0/\omega$. Thus the estimate gives the right surface amplitude, but misses the difference between the modulus of $\sigma$ and its real part.

The value 63.1 nm has a second use. If a sinusoidal current of frequency $f$, with no constant offset, heats a resistor, the power follows
\begin{equation}
\cos^2(2\pi ft)=\tfrac12\left[1+\cos(4\pi ft)\right].
\end{equation}
The heating frequency is $2f$, and \eqref{eq:delta} gives $\sqrt{D/(2\pi f)}$. A 10 MHz current therefore has a thermal penetration depth of 63.1 nm, whereas 10 MHz heating has 89.2 nm.

\section{The finite film}

The oscillating temperature must vanish at the sink. The solution of $\theta''=\sigma^2\theta$ with $\theta(d)=0$ is $\theta=A\sinh[\sigma(d-z)]$. Its derivative at the surface is $-A\sigma\cosh(\sigma d)$, so the flux condition gives $A=q_0/[k\sigma\cosh(\sigma d)]$ and
\begin{equation}
\theta(z)=\frac{q_0}{k\sigma}\,
\frac{\sinh[\sigma(d-z)]}{\cosh(\sigma d)}.
\end{equation}
At the surface the infinitely deep result is multiplied by $\tanh(\sigma d)$. For $d=500$ nm this changes the surface amplitude by $-0.0006\%$ and the amplitude at $z=\delta$ by $0.0095\%$, both relative to the infinitely deep result. The simpler solution is justified for this film.

For a thinner film, set $a=d/\delta$, so that $\sigma d=a+ia$. The identities $|\sinh(a+ia)|^2=\sinh^2a+\sin^2a$ and $|\cosh(a+ia)|^2=\sinh^2a+\cos^2a$, followed by the double-argument formulas, give
\begin{equation}
|\tanh(\sigma d)|^2=
\frac{\cosh2a-\cos2a}{\cosh2a+\cos2a}.
\end{equation}
The ratio exceeds one when $\cos2a$ is negative. At $d=100$ nm, $2a=2\times100/89.2=2.24$ rad lies between $\pi/2$ and $3\pi/2$, so this condition is met. At the same flux the surface amplitude is 1.140 times that of a very deep film. The sink returns a thermal wave whose phase, on reaching the surface, adds to the oscillation there.

In the opposite limit, $d\ll\delta$, $\tanh(\sigma d)\approx\sigma d$ and $\theta(0)\approx q_0d/k$. The film then follows the heating almost without lag. Its thickness, rather than $\delta$, sets the temperature profile.

\section{Heater storage and heater width}

So far $q_0$ has been the flux that enters the dielectric. A metal heater also stores heat. Let it have thickness $h$, uniform temperature and heat capacity per volume $C_h$, and let it absorb power per area with oscillating amplitude $q_0$. Its heat balance is
\begin{equation}
q_0=i\omega C_hh\,\theta(0)+k\sigma\theta(0)
\quad\Rightarrow\quad
\theta(0)=\frac{q_0}{k\sigma+i\omega C_hh}.
\end{equation}
To compare the two terms, use $i/(1+i)=(1+i)/2$ and $\omega=2D/\delta^2$:
\begin{equation}
\frac{i\omega C_hh}{k\sigma}
=\frac{\omega C_hh\delta}{2k}(1+i)
=s(1+i),\qquad
s=\frac{C_hh}{C\delta}.
\end{equation}
The parameter $s$ compares the heat capacity of the heater with that of a dielectric layer of thickness $\delta$. For $h=50$ nm and a rough metallic value $C_h=2.5$ MJ/(m$^3$ K), $s=125/107=1.17$. The surface amplitude is reduced by
\begin{equation}
\frac1{|1+s(1+i)|}=\frac1{\sqrt{(1+s)^2+s^2}}=0.406,
\end{equation}
from 2.10 K to 0.85 K. This $C_h$ is close to that of aluminium or gold; for copper, with $C_h\approx3.45$ MJ/(m$^3$ K), the factor is 0.33 and the amplitude 0.69 K. The decay depth is unchanged, because $\sigma$ depends on the dielectric and the frequency alone.

A narrow heater loses heat sideways as well. Consider a long strip of width $w$ on a deep dielectric, with uniform flux under the strip and none outside it. A flux component varying along the surface with wavenumber $\xi$ has $\theta''=(\sigma^2+\xi^2)\theta$, so $\sqrt{\sigma^2+\xi^2}$ replaces $\sigma$ in its surface response. The Fourier transform of the strip flux is $q_0w\sin u/u$, with $u=\xi w/2$. Averaging the temperature over the strip supplies a second factor $\sin u/u$. Relative to $q_0/(k\sigma)$, the average is
\begin{equation}
R=\frac2\pi\int_0^\infty
\left(\frac{\sin u}{u}\right)^2
\frac{du}{\sqrt{1+[2u/(w\sigma)]^2}}.
\end{equation}
When $w\gg\delta$ the square root tends to one, the integral to $\pi/2$, and $R$ to one. Numerical quadrature of the equivalent integral over position gives $|R|=0.9972$ for $w=10$ $\mu$m and $0.701$ for $w=100$ nm. The one-dimensional oscillation therefore suits the wide heater. The steady rise spreads through the whole film, so its one-dimensional value needs the stronger condition $w\gg d$: for $w=10$ $\mu$m on the 500 nm film, the rise averaged over the strip is 16.2 K instead of 16.7 K. Below the 100 nm strip, components with different $\xi$ decay at different rates, so a single depth $\delta$ no longer describes the profile: under the centre of the strip the amplitude falls by $e$ within about 57 nm, and the local decay length grows with depth.

\section{The model beside a real dielectric}

The values of $k$ and $C$ are rough typical ones for porous organosilicate films used between metal wires. The 500 nm thickness is large for the finest wiring levels, where both the dielectric and the wires can measure 100 nm or less. There the assumptions of a deep film and a wide heater both fail. In the separate 100 nm cases above, at fixed flux, the thin film raises the surface amplitude by 14\%, and the narrow heater lowers the amplitude of the temperature averaged over the strip by 30\%. The 30\% holds for uniform flux; a metal strip this narrow is closer to uniform temperature, for which the reduction at the same total power is about 34\%. The 14\% and 30\% figures should not be combined by multiplication, since each was found with the other assumption left in place: a 100 nm strip with uniform flux on a 100 nm film gives 0.74 of the one-dimensional deep-film amplitude, not $1.140\times0.701=0.80$.

The ideal sink is also an idealisation. It hardly matters for the oscillation in the 500 nm film, which has decayed before reaching the substrate, and a silicon substrate changes the 14\% of the 100 nm film only to 13\%. The steady rise is different, because the substrate adds its own thermal resistance. For a silicon wafer 500 $\mu$m thick with $k\approx148$ W/(m K), cooled at its back, an unlimited heater adds $10^7\times500\times10^{-6}/148=33.8$ K, for a total of 50.5 K. Sideways spreading in the wafer reduces the total to about 24 K for a strip 100 $\mu$m wide and 17 K for one 10 $\mu$m wide. The value 16.7 K is thus the drop across the film alone, measured from the top of the substrate.

Some further effects are small in the 500 nm example:
\begin{itemize}
\item If $k$ rises by a rough 0.1\% per kelvin and $C$ stays fixed, applying the full 16.7 K mean rise to the whole film lengthens $\delta$ by 0.83\%, since $\delta\propto\sqrt k$. This gives the size of the effect, not an upper bound: the real temperature falls with depth, and the resulting gradient of $k$ also alters the decay. Solving the heat equation with this $k(T)$ lengthens the $1/e$ depth by about 1.0\%.
\item A rough interface resistance of $10^{-8}$ m$^2$ K/W adds a temperature drop of amplitude $10^7\times10^{-8}=0.10$ K between heater and dielectric, at fixed flux. It does not alter $\delta$.
\item Pores of roughly 2 nm are 0.022 of $\delta$ in size, which supports the use of averaged values of $k$ and $C$.
\item With a rough sound speed $v=2000$ m/s, the kinetic relation $D=v\lambda/3$ gives an effective mean free path $\lambda=0.38$ nm, far below $\delta$. So short a length should be read as a scale, not as a literal path between collisions.
\end{itemize}

For the depth, the uncertainty of the material data matters more than these last corrections. Since $\delta\propto\sqrt{k/C}$, a 10\% change in $k$ at fixed $C$ moves the depth by about 5\%. The value 89 nm therefore belongs to the stated inputs; for a real film whose $k$ is known only to 10\%, the depth is uncertain by about 4.5 nm.

Numbers in the example were calculated in double precision.
